# Direct Perturbation Theory and the Pauli Energy: the Leading Relativistic Shift

**Q:** You want the leading relativistic correction to the energy of a bound electron. One route is to derive a Pauli Hamiltonian and average it. What would you do instead, and under what assumptions?

**A:** I would compare the Dirac equation with its non-relativistic limit directly, without first transforming the Hamiltonian. Take one electron in a static scalar potential $V$, with no magnetic field. In atomic units the electron mass, $\hbar$ and the elementary charge are 1, and $c\approx137.036$. Let $\varepsilon$ be the Dirac energy measured from the rest energy, and let $\varphi$ and $\chi$ be the upper and lower two-component functions:

$$(V-\varepsilon)\varphi+c\,\sigma\cdot p\,\chi=0,\qquad c\,\sigma\cdot p\,\varphi+(V-\varepsilon-2c^2)\chi=0 .$$

The potential is either regular or that of a fixed point nucleus, $V=-Z/r$, with $Z$ well below $c$.

**Q:** As $c\to\infty$ the second equation blows up and $\chi$ vanishes. What is there to perturb?

**A:** The lower component vanishes as $1/c$, so I rescale it: $\chi=X/c$. The first equation loses its factor $c$. Dividing the second by $c$ and rearranging gives

$$(V-\varepsilon)\varphi+\sigma\cdot p\,X=0,\qquad \sigma\cdot p\,\varphi=\left[2+\frac{\varepsilon-V}{c^2}\right]X. \tag{1}$$

These have a finite limit. At $c=\infty$ the second equation gives $X_0=\tfrac12\sigma\cdot p\,\varphi_0$. Without a magnetic field $(\sigma\cdot p)^2=p^2$, so the first becomes $(V-E_0)\varphi_0+\tfrac12p^2\varphi_0=0$. This is the Schrödinger equation for $H_0=p^2/2+V$, with a two-component function.

I assume that the Dirac bound state tends to such a solution and that its energy can be expanded in powers of $1/c^2$.

**Q:** Then you need the first-order change of the wave function in both components, surely.

**A:** A projection avoids that. Let $H_0\psi_0=E_0\psi_0$ with $\langle\psi_0|\psi_0\rangle=1$. Take the inner product of $\psi_0$ with the first equation of (1), and move $\sigma\cdot p$ to the left:

$$\langle\psi_0|(V-\varepsilon)\varphi\rangle+\langle\sigma\cdot p\,\psi_0|X\rangle=0. \tag{2}$$

The second equation of (1), solved for the term $2X$, reads

$$X=\tfrac12\sigma\cdot p\,\varphi+\frac{1}{2c^2}(V-\varepsilon)X .$$

Put this into (2). The part with $\varphi$ is

$$\tfrac12\langle\sigma\cdot p\,\psi_0|\sigma\cdot p\,\varphi\rangle=\langle\tfrac12p^2\psi_0|\varphi\rangle=\langle(E_0-V)\psi_0|\varphi\rangle .$$

The terms with $V$ between $\psi_0$ and $\varphi$ cancel, and what remains is

$$(\varepsilon-E_0)\langle\psi_0|\varphi\rangle=\frac{1}{2c^2}\langle\sigma\cdot p\,\psi_0|(V-\varepsilon)X\rangle. \tag{3}$$

No power of $1/c$ has been dropped.

**Q:** You moved $\sigma\cdot p$ across an inner product twice. Dirac functions diverge at a point nucleus. Are there no boundary terms?

**A:** Cut out a sphere of radius $r_0$ around the nucleus. The most singular Dirac functions, those with $j=1/2$, behave as $r^{\gamma-1}$ with $\gamma=\sqrt{1-Z^2/c^2}$. The functions $\psi_0$ and $\sigma\cdot p\,\psi_0$ stay finite. Each surface term is therefore of order $r_0^2\,r_0^{\gamma-1}=r_0^{\gamma+1}$ and vanishes with $r_0$. The integrand on the right of (3), with the volume factor, behaves as $r^2\,r^{-1}\,r^{\gamma-1}=r^{\gamma}$, so it is harmless too.

**Q:** So what is the leading correction?

**A:** The right side of (3) already carries $1/c^2$, so to leading order everything else takes its limit: $\varphi\to\psi_0$, $X\to\tfrac12\sigma\cdot p\,\psi_0$, $\varepsilon\to E_0$. Hence $\varepsilon=E_0+E_2+O(c^{-4})$ with

$$\boxed{E_2=\frac{1}{4c^2}\langle\sigma\cdot p\,\psi_0|\,V-E_0\,|\sigma\cdot p\,\psi_0\rangle} \tag{4}$$

One factor $\tfrac12$ comes from solving for $X$ and the other from the limit of $X$.

**Q:** I can accept the algebra, but why should $V-E_0$ appear, and not a kinetic operator?

**A:** To leading order the lower component is $\chi_0=\sigma\cdot p\,\psi_0/2c$, so (4) is $\langle\chi_0|V-E_0|\chi_0\rangle$. The density in the lower component feels the potential, which gives the term with $V$. It also adds $\langle\chi_0|\chi_0\rangle$ to the norm of the four-component function. To see both, average the Dirac operator over the pair $(\psi_0,\chi_0)$. The numerator is $\langle V\rangle+2c\,\mathrm{Re}\langle\sigma\cdot p\,\psi_0|\chi_0\rangle-2c^2\langle\chi_0|\chi_0\rangle+\langle\chi_0|V|\chi_0\rangle$. Since $\langle\chi_0|\chi_0\rangle=\langle p^2\rangle/4c^2$, the second and third terms are $\langle p^2\rangle$ and $-\tfrac12\langle p^2\rangle$, so the numerator is $E_0+\langle\chi_0|V|\chi_0\rangle$. Dividing by the enlarged norm $1+\langle\chi_0|\chi_0\rangle$ gives, to this order, the term with $-E_0$.

**Q:** With spin, every level of $H_0$ is degenerate. Which $\psi_0$ belongs in (4)?

**A:** Equation (3) settles this as well. Let $\psi_a$ be an orthonormal basis of the level $E_0$, and let the Dirac state tend to $\sum_bC_b\psi_b$. Equation (3) holds with each $\psi_a$ in place of $\psi_0$, and its leading order is

$$\sum_bM_{ab}C_b=E_2C_a,\qquad M_{ab}=\frac{1}{4c^2}\langle\sigma\cdot p\,\psi_a|V-E_0|\sigma\cdot p\,\psi_b\rangle. \tag{5}$$

The shifts are the eigenvalues of $M$. The single expectation value (4) is the shift when $\psi_0$ is an eigenvector of $M$; in a central potential, functions of definite $j$, $m$ and $l$ will do.

**Q:** The Pauli energy contains a mass-velocity term, a Darwin term and a spin-orbit term:

$$E_P=-\frac{\|p^2\psi\|^2}{8c^2}+\frac{\langle\nabla^2V\rangle}{8c^2}+\frac{\langle\sigma\cdot(\nabla V\times p)\rangle}{4c^2}. \tag{6}$$

I see none of them in yours.

**A:** They appear when the derivatives in $\langle\sigma\cdot p\,\psi|V|\sigma\cdot p\,\psi\rangle$ are rearranged. Since $\sigma\cdot p=-i\sigma_j\partial_j$ and $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,

$$(\sigma\cdot p\,\psi)^\dagger(\sigma\cdot p\,\psi)=\partial_i\psi^\dagger\partial_i\psi+i\epsilon_{ijk}\,\partial_i\psi^\dagger\sigma_k\partial_j\psi .$$

For the first term write $\rho=\psi^\dagger\psi$. The product rule gives $\nabla^2\rho=2\,\partial_i\psi^\dagger\partial_i\psi+2\,\mathrm{Re}\,\psi^\dagger\nabla^2\psi$. With $p^2=-\nabla^2$ this means

$$\int V\,\partial_i\psi^\dagger\partial_i\psi=\tfrac12\int V\nabla^2\rho+\mathrm{Re}\langle p^2\psi|V\psi\rangle .$$

Two integrations by parts turn $\int V\nabla^2\rho$ into $\langle\nabla^2V\rangle$.

In the second term, move $\partial_i$ off $\psi^\dagger$. It then acts on $V$ and on $\partial_j\psi$, but $\epsilon_{ijk}\partial_i\partial_j\psi=0$. This leaves

$$-i\epsilon_{ijk}\int(\partial_iV)\psi^\dagger\sigma_k\partial_j\psi=\langle\sigma\cdot(\nabla V\times p)\rangle,$$

because $-i\partial_j=p_j$. Together,

$$\langle\sigma\cdot p\,\psi|V|\sigma\cdot p\,\psi\rangle=\mathrm{Re}\langle p^2\psi|V\psi\rangle+\tfrac12\langle\nabla^2V\rangle+\langle\sigma\cdot(\nabla V\times p)\rangle. \tag{7}$$

In a central potential $\nabla V\times p=(V'/r)L$, the familiar spin-orbit form.

**Q:** For a point nucleus $\nabla^2V$ is zero everywhere except at a point where $V$ is infinite. You can't integrate by parts through that.

**A:** Cut out the small sphere again. Outside it $\nabla^2V=0$. The normal pointing out of the integration region is $-\hat r$, so Green's identity gives

$$\int_{r>r_0}V\nabla^2\rho=-\oint(V\partial_r\rho-\rho\,\partial_rV)\,dS .$$

The first surface term is of order $r_0^2/r_0$ and vanishes. In the second, $\partial_rV=Z/r_0^2$ and the area is $4\pi r_0^2$, which leaves $4\pi Z\rho(0)$. That is what $\nabla^2V=4\pi Z\delta(r)$ means here. The surface term of the spin part is of order $r_0^2/r_0$ and vanishes.

**Q:** Equation (7) still has a mixed term $\langle p^2\psi|V\psi\rangle$, where Pauli has $\|p^2\psi\|^2$.

**A:** Subtract the two energies without yet assuming that $\psi$ is an eigenfunction. Let $E_D$ be expression (4) evaluated with any sufficiently smooth normalized $\psi$ and any real number $E$ in place of $E_0$. Since $\langle\sigma\cdot p\,\psi|\sigma\cdot p\,\psi\rangle=\langle p^2\psi|\psi\rangle$,

$$4c^2E_D=\mathrm{Re}\langle p^2\psi|(V-E)\psi\rangle+\tfrac12\langle\nabla^2V\rangle+\langle\sigma\cdot(\nabla V\times p)\rangle,$$

$$4c^2E_P=-\tfrac12\langle p^2\psi|p^2\psi\rangle+\tfrac12\langle\nabla^2V\rangle+\langle\sigma\cdot(\nabla V\times p)\rangle .$$

The Darwin and spin-orbit terms cancel in the difference:

$$E_D-E_P=\frac{1}{4c^2}\mathrm{Re}\langle p^2\psi|(\tfrac12p^2+V-E)\psi\rangle=\frac{1}{4c^2}\mathrm{Re}\langle p^2\psi|(H_0-E)\psi\rangle. \tag{8}$$

For an exact eigenfunction with $E=E_0$ the right side is zero, and $E_D=E_P$.

**Q:** That covers expectation values. You told me that a degenerate level needs matrices.

**A:** Every linear combination of functions in the level is again an eigenfunction with the same $E_0$. The difference of the direct and Pauli matrices is Hermitian, and by (8) its expectation value is zero for every vector of the level. All its eigenvalues are then zero, so the matrix is zero.

**Q:** Why do you insist on $\|p^2\psi\|^2$? Is it not the same as $\langle p^4\rangle$?

**A:** The two agree if $p^4\psi$ includes its delta function. For $\psi=\sqrt{Z^3/\pi}\,e^{-Zr}$ we have $p^2\psi=(2Z/r-Z^2)\psi$. The needed averages are

$$\langle r^{-1}\rangle=4Z^3\!\int_0^\infty\! r\,e^{-2Zr}dr=Z,\qquad\langle r^{-2}\rangle=4Z^3\!\int_0^\infty\! e^{-2Zr}dr=2Z^2,$$

so $\|p^2\psi\|^2=8Z^4-4Z^4+Z^4=5Z^4$. Applying $p^2$ once more away from the origin gives $(Z^4-4Z^3/r)\psi$, whose average with $\psi$ is $-3Z^4$, a negative value for the square of a Hermitian operator. The missing part is $p^2(2Z/r)=8\pi Z\delta(r)$, which contributes $8\pi Z|\psi(0)|^2=8Z^4$ and restores $5Z^4$. The direct formula meets no delta function: its integrand near the nucleus is of order $r^2\cdot r^{-1}$.

**Q:** Show me the two formulas on this 1s state, with numbers.

**A:** Take a one-electron ion with $Z=10$ and a fixed point nucleus, without radiative corrections. Here $E_0=-Z^2/2$, or $-1360.57$ eV, and the mean radius is 0.0794 angstrom. Since $\nabla\psi=-Z\hat r\,\psi$, the density of $\sigma\cdot p\,\psi$ is $Z^2|\psi|^2$, and

$$E_2=\frac{Z^2}{4c^2}\left(-Z\langle r^{-1}\rangle+\frac{Z^2}{2}\right)=-\frac{Z^4}{4c^2}+\frac{Z^4}{8c^2}=-\frac{Z^4}{8c^2}.$$

In numbers this is $-3.6226+1.8113=-1.8113$ eV, or $-0.066564$ hartree.

The Pauli terms are $-5Z^4/8c^2$ for mass-velocity and $4\pi Z|\psi(0)|^2/8c^2=Z^4/2c^2$ for Darwin. There is no spin-orbit term, because $L\psi=0$. The sum is $-9.0565+7.2452=-1.8113$ eV. The same shift is now a difference of two terms four to five times its size.

**Q:** Agreement between two approximations doesn't show that either is near the Dirac energy.

**A:** The 1s Dirac solution is short enough to check by hand. Let $s$ be a constant spinor, and set $\varphi=g(r)s$ and $X=-i\,\sigma\cdot\hat r\,x(r)s$. Then $\sigma\cdot p\,\varphi=-i\,\sigma\cdot\hat r\,g's$. Because $\hat r x$ has no curl and has divergence $x'+2x/r$, also $\sigma\cdot p\,X=-(x'+2x/r)s$. Equations (1) become

$$g'=\left[2+\frac{\varepsilon-V}{c^2}\right]x,\qquad (V-\varepsilon)g=x'+\frac{2x}{r}.$$

Try $g=r^{\gamma-1}e^{-Zr}$, $x=-Zg/(1+\gamma)$ and $\varepsilon=c^2(\gamma-1)$, with $1-\gamma^2=Z^2/c^2$. The bracket is $1+\gamma+Z/(c^2r)$, so the first right side is

$$\left[-Z-\frac{Z^2}{c^2r(1+\gamma)}\right]g=\left[-Z+\frac{\gamma-1}{r}\right]g=g' .$$

The second right side is

$$-\frac{Z}{1+\gamma}\left[\frac{\gamma+1}{r}-Z\right]g=\left[-\frac Zr+\frac{Z^2}{1+\gamma}\right]g=(V-\varepsilon)g,$$

because $Z^2/(1+\gamma)=c^2(1-\gamma)=-\varepsilon$. Expanding the square root gives

$$\varepsilon=c^2\left(\sqrt{1-Z^2/c^2}-1\right)=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots$$

The second term is $E_2$. The full Dirac shift is $-1.8161$ eV, so the neglected orders amount to $-0.0048$ eV, about 0.3% of $E_2$. Relative to $E_2$ the next term is $Z^2/2c^2$. It grows with $Z$, and the leading order becomes poor as $Z$ approaches $c$.

**Q:** A 1s state has neither spin-orbit coupling nor a degeneracy beyond spin. What happens at $n=2$?

**A:** There the level $E_0=-Z^2/8$ has eight spin-orbitals, and (5) is an $8\times8$ matrix. Functions of definite $j$ diagonalize it. Let $\psi$ have the radial factor $P/r$. Multiplying $\sigma\cdot\hat r\,\sigma\cdot p=-i\partial_r+i\,\sigma\cdot L/r$ by $\sigma\cdot\hat r$ gives $\sigma\cdot p=-i\,\sigma\cdot\hat r(\partial_r-\sigma\cdot L/r)$. With $\sigma\cdot L=-(\kappa+1)$, the new radial factor is $(P'+\kappa P/r)/r$, up to a phase. For $2p_{3/2}$, $\sigma\cdot L=1$ and $\kappa=-2$; for $2p_{1/2}$, $\sigma\cdot L=-2$ and $\kappa=1$.

Both have $P\propto r^2e^{-Zr/2}$, for which $\langle r^{-k}\rangle=(4-k)!\,Z^k/24$. For $j=3/2$, $P'-2P/r=-(Z/2)P$, so

$$E_2=\frac{1}{4c^2}\frac{Z^2}{4}\left(-\frac{Z^2}{4}+\frac{Z^2}{8}\right)=-\frac{Z^4}{128c^2}.$$

For $2p_{1/2}$, $P'+P/r=(3/r-Z/2)P$, and

$$\left\langle\left(\frac3r-\frac Z2\right)^2\left(-\frac Zr+\frac{Z^2}{8}\right)\right\rangle=Z^4\left(-\frac{9}{24}+\frac{33}{96}-\frac{5}{32}+\frac{1}{32}\right)=-\frac{5Z^4}{32},$$

so $E_2=-5Z^4/128c^2$.

For $2s_{1/2}$ the radial function is $(1-Zr/2)e^{-Zr/2}$, with derivative $-Z(1-Zr/4)e^{-Zr/2}$. With $u=Zr$, the norm integral is $\int u^2(1-u/2)^2e^{-u}du=2$, and the average in (4) is

$$\frac{Z^4}{2}\int_0^\infty\left(-u+\frac{u^2}{8}\right)\left(1-\frac u4\right)^2e^{-u}du=\frac{Z^4}{2}\left(-\frac38+\frac1{16}\right)=-\frac{5Z^4}{32},$$

the same as for $2p_{1/2}$.

Numerically there are four eigenvalues at $-0.5660$ eV and four at $-0.1132$ eV, a splitting of 0.4528 eV. In the Cartesian basis $2s,2p_x,2p_y,2p_z$ with spin up and down, the matrix has off-diagonal elements up to 0.1509 eV, so its diagonal alone would give wrong shifts for the $2p$ functions. The program builds both matrices from Cartesian spinors and finds them equal to rounding error.

**Q:** In practice I have approximate functions. If the two formulas agree for my function, may I conclude that it is good?

**A:** No. By (8), agreement says that the residual $(H_0-E)\psi$ has no overlap, in its real part, with the one function $p^2\psi$. A Gaussian shows how little that can mean. Let $\psi=(2a/\pi)^{3/4}e^{-ar^2}$ and $E=\langle H_0\rangle$. Then

$$p^2\psi=(6a-4a^2r^2)\psi,\qquad \frac{\partial\psi}{\partial a}=\left(\frac{3}{4a}-r^2\right)\psi,\qquad\text{so}\quad p^2\psi=3a\,\psi+4a^2\frac{\partial\psi}{\partial a}.$$

The residual is orthogonal to $\psi$ by the choice of $E$. As the norm is fixed and $\psi$ is real, $\langle\partial_a\psi|(H_0-E)\psi\rangle=\tfrac12dE/da$. Equation (8) becomes

$$E_D-E_P=\frac{a^2}{2c^2}\frac{dE}{da}. \tag{9}$$

At the variational optimum the difference vanishes, although a Gaussian is not an eigenfunction of the Coulomb problem.

**Q:** How wrong is the common value?

**A:** For $Z=10$, with the exponent given relative to its optimum and energies in eV:

| Exponent | $E_D$ | $E_P$ | $E_D-E_P$ |
|---|---|---|---|
| 0.5 | −0.0187 | 0.0714 | −0.0901 |
| 1.0 | −0.4350 | −0.4350 | 0.0000 |
| 1.5 | −1.3380 | −1.6972 | 0.3592 |

At the optimum both formulas give about 24% of the shift of the true 1s function, $-1.8113$ eV. The sign of the difference follows $dE/da$, as (9) requires. At 1.5 times the optimum both values lie nearer to $-1.8113$ eV, but the energy itself is worse, $-1096.6$ eV against $-1154.9$ eV, so that is no reason to prefer this function.

**Q:** Your exact comparison used a Coulomb potential. Does (4) hold up elsewhere?

**A:** The program solves the Dirac equation numerically in a Gaussian well, $V=-V_0e^{-r^2/b^2}$, with $V_0=1000$ eV and $b=0.5$ angstrom. The lowest states give, in eV:

| State | $E_2$ | Dirac shift |
|---|---|---|
| $s_{1/2}$ | −0.009230 | −0.009229 |
| $p_{1/2}$ | −0.097412 | −0.097367 |
| $p_{3/2}$ | −0.035757 | −0.035753 |

The direct and Pauli values agree to the printed digits. If the error of $E_2$ is of order $c^{-4}$, halving $c$ must multiply it by about $2^4=16$; the computed factors lie between 15.97 and 16.01.

**Q:** And where must I not use it?

**A:** A magnetic field changes $(\sigma\cdot p)^2=p^2$, so the derivation must be redone with the kinetic momentum. Several electrons bring relativistic corrections to their interaction, which (4) does not contain. If levels of $H_0$ are separated by no more than the relativistic shifts and the relativistic terms couple them, treating each level alone is not justified. In a central potential, states that differ in $j$ or in parity are not coupled. Within its range, (4) is the leading Dirac shift for exact non-relativistic eigenfunctions; for approximate ones, (8) gives its distance from the Pauli value, not from the truth.

## Values computed for the example and the checks

```
speed of light: 137.035999 a.u.; nuclear charge Z = 10
1s mean radius: 0.079377 angstrom
1s non-relativistic energy: -1360.569312 eV
1s direct, part with V: -3.622608 eV
1s direct, part with -E0: 1.811304 eV
1s direct shift: -1.811304 eV = -0.06656419 hartree
1s Pauli mass-velocity: -9.056520 eV
1s Pauli Darwin: 7.245216 eV
1s Pauli sum: -1.811304 eV
1s exact Dirac shift: -1.816143 eV
1s shift from projection identity: -1.816143 eV
1s higher orders (Dirac minus direct): -0.004839 eV
n=2 non-relativistic energy: -340.142328 eV
n=2 eigenvalues of direct matrix (eV): -0.566032 -0.566032 -0.566032 -0.566032 -0.113206 -0.113206 -0.113206 -0.113206
n=2 fine-structure splitting: 0.452826 eV
n=2 largest off-diagonal element: 0.150942 eV
n=2 largest |direct - Pauli| element: 5.6e-13 eV
optimal Gaussian exponent: 101.0405 angstrom^-2
Gaussian, exponent/optimum 0.5: mean radius 0.112255 angstrom, energy -1055.8135 eV
   direct -0.018659 eV, Pauli 0.071436 eV, residual term -0.090095 eV
Gaussian, exponent/optimum 1.0: mean radius 0.079377 angstrom, energy -1154.8871 eV
   direct -0.435019 eV, Pauli -0.435019 eV, residual term -0.000000 eV
Gaussian, exponent/optimum 1.5: mean radius 0.064811 angstrom, energy -1096.5535 eV
   direct -1.338015 eV, Pauli -1.697238 eV, residual term 0.359223 eV
well: depth 1000.0 eV, range 0.50 angstrom
well s1/2: E0 -659.0263 eV, direct -0.009230 eV, Pauli -0.009230 eV
   Dirac shift -0.009229 eV, error growth when c is halved 16.001
well p1/2: E0 -453.1436 eV, direct -0.097412 eV, Pauli -0.097412 eV
   Dirac shift -0.097367 eV, error growth when c is halved 15.973
well p3/2: E0 -453.1436 eV, direct -0.035757 eV, Pauli -0.035757 eV
   Dirac shift -0.035753 eV, error growth when c is halved 15.996
```
